\section*{Does a correlation between prefactors and activation energies prove compensation?}

\section*{Question}

I study the water half-reaction in atomic layer deposition of alumina from trimethylaluminium. For each of several nominally different surface preparations I measure a first-order rate coefficient $k$ at six temperatures between 423 and 473 K, and fit a straight line to $\ln k$ against inverse temperature. This gives one activation energy $E$ and one prefactor $A$ per preparation.

When I plot $\ln A$ against $E$, the points lie almost perfectly on a rising line, and the $p$-value of the correlation is tiny. I would like to conclude that the surfaces show a compensation effect: a preparation that raises the barrier also loosens the transition state, so that the larger prefactor offsets the larger barrier. The slope even gives me an isokinetic temperature. Is this conclusion justified? If not, what should I do with the data?

\section*{Answer}

The plot does not justify it. Fits to repeated measurements of a single reaction, with one true $E$ and one true $A$, give the same kind of line. This does not show that your surfaces lack compensation; it shows that the correlation cannot decide the matter. The reason is visible in the least-squares formulas.

\subsection*{What one fit does with noise}

Let $\beta=1/(k_BT)$. The algebra is in atomic units, with energies in hartree and $\beta$ in inverse hartree; numbers are in eV, K and s$^{-1}$. By $\ln A$ I mean the logarithm of $A$ divided by 1 s$^{-1}$. At temperature $T_i$, with $i=1,\dots,n$, the measured $y_i=\ln k_i$ is
\begin{equation}
y_i=\ln A-E\beta_i+\varepsilon_i .
\end{equation}
Assume that the errors $\varepsilon_i$ have zero mean, the same variance $\sigma^2$ and no mutual correlation. They need not be Gaussian. Equal variance of $\ln k$ means equal relative error of $k$, as long as that error is small.

Define the mean $\bar\beta$, the deviations $d_i=\beta_i-\bar\beta$, and the mean square spread $s^2=\frac1n\sum_i d_i^2$. Then $\sum_i d_i=0$, and the line can be written about its centre:
\begin{equation}
y_i=y_c-E d_i+\varepsilon_i,\qquad y_c=\ln A-\bar\beta E .
\end{equation}
Here $y_c$ is $\ln k$ at the temperature $T_h$ for which $1/(k_BT_h)=\bar\beta$. Since $\bar\beta$ averages $1/T_i$, $T_h$ is the harmonic mean of the temperatures.

An unweighted fit minimises $\sum_i(y_i-y_c+Ed_i)^2$. Setting the derivatives with respect to $y_c$ and $E$ to zero gives
\begin{align}
\sum_i(y_i-y_c+Ed_i)&=0, &
\sum_i d_i(y_i-y_c+Ed_i)&=0 .
\end{align}
Because $\sum_i d_i=0$, the term in $E$ drops out of the first equation and the term in $y_c$ out of the second. Hats denote fitted values:
\begin{equation}
\hat y_c=\frac1n\sum_i y_i,\qquad
\hat E=-\frac{1}{ns^2}\sum_i d_i y_i .
\end{equation}
Inserting the model for $y_i$ separates truth from error:
\begin{equation}
\hat y_c=y_c+\frac1n\sum_i\varepsilon_i,\qquad
\hat E=E-\frac{1}{ns^2}\sum_i d_i\varepsilon_i .
\end{equation}
With $\langle\varepsilon_i\varepsilon_j\rangle=\sigma^2\delta_{ij}$ the second moments are
\begin{align}
\mathrm{Var}\,\hat y_c&=\frac{\sigma^2}{n},\\
\sigma_E^2\equiv\mathrm{Var}\,\hat E&=\frac{\sigma^2\sum_i d_i^2}{n^2s^4}=\frac{\sigma^2}{ns^2},\\
\mathrm{Cov}(\hat y_c,\hat E)&=-\frac{\sigma^2}{n^2s^2}\sum_i d_i=0 .
\end{align}
The rate at the centre of the data and the slope of the line therefore have uncorrelated errors.

The prefactor is another matter. It is the fitted line continued to $\beta=0$, that is, to infinite temperature:
\begin{equation}
\ln\hat A=\hat y_c+\bar\beta\hat E .
\end{equation}
An error that makes the line too steep also makes its intercept too high. Since $\hat y_c$ and $\hat E$ are uncorrelated,
\begin{align}
\mathrm{Cov}(\hat E,\ln\hat A)&=\bar\beta\sigma_E^2,\\
\mathrm{Var}\ln\hat A&=\frac{\sigma^2}{n}+\bar\beta^2\sigma_E^2=\sigma_E^2(s^2+\bar\beta^2),
\end{align}
where the last form uses $\sigma^2/n=s^2\sigma_E^2$. The regression slope of $\ln\hat A$ on $\hat E$ is covariance over variance of $\hat E$, and the correlation coefficient follows likewise:
\begin{equation}
\text{slope}=\bar\beta=\frac{1}{k_BT_h},\qquad
\rho=\frac{\bar\beta}{\sqrt{\bar\beta^2+s^2}} .
\end{equation}
These are the values for a large population of repeated fits. The noise level $\sigma$ has cancelled from both. More careful measurements shrink the cloud of points but leave its direction and its correlation unchanged.

For a narrow range, $s\ll\bar\beta$, expansion of the square root gives $1-\rho\simeq s^2/(2\bar\beta^2)$. Narrowing the range thus does two things: it drives $\rho$ towards 1, and it stretches the cloud, because $\sigma_E\propto1/s$. Widening the range shrinks the cloud and lowers $\rho$, but the correlation stays strong: six equally spaced temperatures from 300 to 900 K still give $\rho=0.93$.

\subsection*{Eight runs of one reaction}

Take $E=1.0$ eV, $A=10^{12}$ s$^{-1}$, temperatures 423, 433, 443, 453, 463 and 473 K, and $\sigma=0.10$, about 10\% noise in $k$. The true rate coefficient rises from 1.2 to 22 s$^{-1}$. The temperatures give $\bar\beta=25.94$ eV$^{-1}$, $s=0.990$ eV$^{-1}$ and $T_h=447$ K, so
\begin{align}
\sigma_E&=\frac{0.10}{\sqrt6\times0.990}=0.041\ \text{eV},\\
\sqrt{\mathrm{Var}\ln\hat A}&\simeq25.94\times0.0412=1.07,\\
1-\rho&\simeq\frac{0.990^2}{2\times25.94^2}=0.0007 .
\end{align}
An error of 4\% in $E$ goes with a factor $e^{1.07}=2.9$ in $A$. I generated eight runs with Gaussian noise, all with the same true parameters, and fitted each one:

\begin{center}
\begin{tabular}{cccc}
run & $\hat E$ (eV) & $\hat A$ ($10^{12}$ s$^{-1}$) & $\hat k(T_h)$ (s$^{-1}$)\\
1 & 0.981 & 0.61 & 5.47\\
2 & 0.953 & 0.30 & 5.45\\
3 & 1.058 & 4.47 & 5.43\\
4 & 0.949 & 0.25 & 5.11\\
5 & 1.048 & 3.47 & 5.48\\
6 & 0.998 & 0.96 & 5.42\\
7 & 0.945 & 0.23 & 5.20\\
8 & 0.954 & 0.30 & 5.36
\end{tabular}
\end{center}

The fitted prefactors span a factor of about 20, while the fitted rates at $T_h$ differ by at most 7\% of the largest. The correlation of $\ln\hat A$ with $\hat E$ is 0.9998 and its usual $p$-value is $10^{-11}$. The slope is 26.3 eV$^{-1}$, which would be read as an isokinetic temperature of 442 K. Nothing varies between these runs except noise.

The slope differs from $\bar\beta$ by 0.34 eV$^{-1}$, as chance allows. The sample slope is $\bar\beta$ plus the accidental slope of $\hat y_c$ on $\hat E$. For the eight energies above, whose squared deviations from their mean sum to 0.0143 eV$^2$, that accidental slope has standard deviation $(0.10/\sqrt6)/\sqrt{0.0143}=0.34$ eV$^{-1}$.

The tiny $p$-value is not a miscalculation. It answers the question whether $\hat E$ and $\ln\hat A$ could be uncorrelated. They are not, even for identical surfaces, so rejecting that hypothesis says nothing about chemistry.

\subsection*{Why an unexpected slope is no proof either}

You might compare your slope with $\bar\beta$ and claim compensation if they differ. To see what that would show, let the true parameters vary from run to run. Let $V$ be the variance of the true $E$, and $b$ the regression slope of the true $\ln A$ on the true $E$. If compensation is strict, $\ln A=a+bE$ with a constant $a$, then
\begin{equation}
\ln k=a+(b-\beta)E ,
\end{equation}
and all lines cross at $\beta=b$. This defines the isokinetic temperature $T_{\rm iso}=1/(k_Bb)$.

Measurement noise is independent of the true variation, so variances and covariances add:
\begin{align}
\mathrm{Var}\,\hat E&=V+\sigma_E^2,\\
\mathrm{Cov}(\hat E,\ln\hat A)&=bV+\bar\beta\sigma_E^2,\\
\text{observed slope}&=\frac{bV+\bar\beta\sigma_E^2}{V+\sigma_E^2}.
\end{align}
The observed slope is an average of the real slope and the noise slope, weighted by the two variances. It tends to $b$ for $V\gg\sigma_E^2$ and to $\bar\beta$ for $V\ll\sigma_E^2$.

Consider two populations, measured as above. In the first, $E$ and $\ln A$ vary independently, with standard deviations 0.02 eV and 0.20. There is no compensation, so $b=0$, but
\begin{equation}
\text{slope}=\frac{25.94\times0.00170}{0.00040+0.00170}=21.0\ \text{eV}^{-1}.
\end{equation}
This looks like an isokinetic temperature of 553 K, more than 100 K above $T_h$. In a simulation of 200\,000 runs the correlation was 0.88.

In the second population $E$ has standard deviation 0.10 eV and compensation is strict, with $T_{\rm iso}=600$ K and $b=19.34$ eV$^{-1}$:
\begin{equation}
\text{slope}=\frac{19.34\times0.0100+25.94\times0.0017}{0.0117}=20.3\ \text{eV}^{-1}.
\end{equation}
The apparent isokinetic temperature is 572 K. The two slopes are close, yet one population compensates and the other does not.

\subsection*{What to do with your data}

\textbf{First ask whether the runs differ at all.} Fit all $m$ runs with one common line and call the residual sum of squares $R_1$. Then fit each run with its own line and call the total $R_m$. Form
\begin{equation}
F=\frac{(R_1-R_m)/[2(m-1)]}{R_m/[m(n-2)]} .
\end{equation}
The separate lines have $2m$ parameters and the common line has 2. If one line is true for all runs, $R_1-R_m$ is the squared length of the noise vector's projection on a space of $2m-2$ dimensions, and $R_m$ that of its projection on an orthogonal space of $mn-2m$ dimensions. For Gaussian errors of equal variance these projections are independent, so $F$ follows the $F$ distribution with $2(m-1)$ and $m(n-2)$ degrees of freedom.

For the eight runs above these numbers are 14 and 32, and the 5\% limit is 2.02. The data give $F=0.76$, with $p=0.71$. The same fits that gave a correlation of 0.9998 give no reason to think that the runs differ.

In 20\,000 simulated campaigns of eight runs, a common line was rejected at the 5\% level in 5.1\% of the campaigns with identical runs. It was rejected in practically all campaigns drawn from either of the two varying populations. For equal errors and a common temperature scale, rejection is therefore evidence that the runs differ. It is not evidence that they compensate.

\textbf{Then remove the noise covariance.} Solving the expressions for the observed variance and covariance for $b$ gives
\begin{equation}
b=\frac{\mathrm{Cov}(\hat E,\ln\hat A)-\bar\beta\sigma_E^2}{\mathrm{Var}\,\hat E-\sigma_E^2},
\end{equation}
with $\sigma_E$ taken from the residuals or from repeated measurements. This form holds for equal and uncorrelated errors. In the simulated populations of 200\,000 runs this returned $-0.2$ eV$^{-1}$ for independent variation, where the truth is 0, and 19.34 eV$^{-1}$ for compensation.

Eight runs are far fewer. In the table, the sample variance of $\hat E$ is $0.0143/7=0.0020$ eV$^2$, and subtracting the noise leaves 0.0003 eV$^2$. For Gaussian errors a variance estimated from eight values has a relative standard deviation of $\sqrt{2/7}$, or 53\%, here about 0.001 eV$^2$. The remainder is compatible with zero, and dividing by it would give a meaningless $b$. Use the formula only when the real variance is several times $\sigma_E^2$. A statistically significant excess is not enough: in a small set of runs, a variance that is large by chance brings the noise slope with it and pulls $b$ towards $\bar\beta$.

\textbf{Plot the rate at $T_h$ instead of $A$.} Subtracting $\bar\beta\hat E$ from $\ln\hat A$ lowers the slope by $\bar\beta$, so $\hat y_c$ against $\hat E$ has the slope $(b-\bar\beta)V/(V+\sigma_E^2)$. This vanishes for pure noise if the errors are equal and uncorrelated. In the table the correlation of these two quantities is 0.58 with $p=0.13$, which is not significant for eight points. With such errors a clear slope points to real variation, but $b=0$ produces one too. Unequal errors or temperature offsets, treated below, can produce a slope even between identical surfaces. Conversely, if real compensation happens to have $T_{\rm iso}=T_h$, the slope vanishes although compensation is present. Then only an excess of $\mathrm{Var}\,\hat E$ over $\sigma_E^2$ can reveal it. Moving the temperature range away from $T_{\rm iso}$ removes this coincidence.

The centred form is also safer for reporting. At any $\beta$ the fitted $\ln k$ is $\hat y_c-(\beta-\bar\beta)\hat E$, with variance $\sigma^2/n+(\beta-\bar\beta)^2\sigma_E^2$. Its standard deviation is 0.04 at $T_h$, 0.24 at 573 K and 1.07 at infinite temperature, where $A$ is read off.

\subsection*{When the errors are not equal}

Suppose $\varepsilon_i$ has variance $\sigma_i^2$. In an unweighted fit the estimators are unchanged, but now
\begin{align}
\mathrm{Cov}(\hat y_c,\hat E)&=-\frac{\sum_i d_i\sigma_i^2}{n^2s^2},\qquad
\mathrm{Var}\,\hat E=\frac{\sum_i d_i^2\sigma_i^2}{n^2s^4},\\
\text{slope}&=\bar\beta+\frac{\mathrm{Cov}(\hat y_c,\hat E)}{\mathrm{Var}\,\hat E}
=\bar\beta-s^2\,\frac{\sum_i d_i\sigma_i^2}{\sum_i d_i^2\sigma_i^2}.
\end{align}
With weights $w_i=1/\sigma_i^2$, centre the line at $\bar\beta_w=\sum_iw_i\beta_i/\sum_iw_i$ instead. The error of $\hat y_c$ is then proportional to $\sum_iw_i\varepsilon_i$ and that of $\hat E$ to $\sum_iw_i(\beta_i-\bar\beta_w)\varepsilon_i$. Their covariance is proportional to $\sum_iw_i^2\sigma_i^2(\beta_i-\bar\beta_w)=\sum_iw_i(\beta_i-\bar\beta_w)=0$, and the noise slope is $\bar\beta_w$.

If the absolute error of $k$ is constant and equals 10\% of the coldest rate, the slope is 25.2 eV$^{-1}$ unweighted and 24.8 eV$^{-1}$ weighted, against 25.9 eV$^{-1}$ for equal relative errors. The artefact moves by a few per cent and stays.

Such errors also affect the tests above. An unweighted $F$ test then rejects identical runs too often, so use the weights in both $R_1$ and $R_m$. In the formula for $b$, replace $\sigma_E^2$ and $\bar\beta\sigma_E^2$ by the variance of $\hat E$ and the covariance of $\hat E$ and $\ln\hat A$ among repeated measurements.

\subsection*{How this compares with a real reactor}

The parameters above are round numbers chosen for illustration, not estimates for your reaction. If $k$ is proportional to the water pressure, its prefactor is more likely to be of the order of the rate at which water molecules strike a surface site, roughly $10^4$ to $10^6$ s$^{-1}$ at 1 to 100 Pa, and the same $k$ then goes with a much smaller $E$. The noise slope $\bar\beta$, the correlation $\rho$ and $\sigma_E$ contain neither $E$ nor $A$, so the artefact is the same. The shifts from temperature offsets and gas supply estimated below do depend on these parameters. The real half-reaction involves several elimination steps and depends on coverage, so a single $E$ and $A$ are effective quantities. I have not estimated that effect. The $F$ test also assumes that all runs share the same temperature scale, and it is sensitive to this. If the true temperature is $T_i+\delta$, with $\delta$ fixed within a run, then $\beta$ changes by $-k_B\beta^2\delta$ to first order and $\ln k$ by $Ek_B\beta^2\delta$. Writing $\beta^2\simeq\bar\beta^2+2\bar\beta d$ gives
\begin{equation}
\Delta y_c=Ek_B\bar\beta^2\delta,\qquad \Delta E=-2Ek_B\bar\beta\delta .
\end{equation}
For $\delta=2$ K these are 0.116 and $-0.009$ eV. The first is nearly three times the noise in $\hat y_c$, $0.10/\sqrt6=0.041$. With random offsets of 2 K standard deviation between otherwise identical runs, the slope falls only to 25.4 eV$^{-1}$, but 93\% of simulated eight-run campaigns reject a common line. Repeat one preparation after remounting the sample, and use the scatter of those repeats as your noise. Such offsets correlate the errors of $\hat y_c$ and $\hat E$, so in the formula for $b$ replace $\sigma_E^2$ by the variance of $\hat E$ among the repeats, and $\bar\beta\sigma_E^2$ by the covariance of $\hat E$ and $\ln\hat A$ among them.

Other neglected effects bias $E$. They create no scatter if they add the same amount to $\ln k$ in every run at a given temperature: the estimators are linear in $y_i$, so a common addition shifts all fits equally. I sized three by fitting noiseless rates. A gas supply time $\tau=10$ ms in series with the reaction, $k\to k/(1+k\tau)$, lowers $E$ by 0.06 eV; if $\tau$ varies by 20\% between runs, it adds a scatter of about 0.01 eV. Even a constant $\tau$ is not harmless when preparations differ, because the addition $-\ln(1+k\tau)$ depends on $k$. Take two surfaces with the same $E=1.0$ eV, one with half the prefactor above and one with twice that prefactor. With $\tau=10$ ms the fits give 0.97 and 0.89 eV, and the faster surface also gets the lower $\ln\hat A$, by 0.83. This looks like compensation, and subtracting the noise does not remove it. Check that $k$ stays the same when the gas is supplied faster but reaches the same water pressure; a change of pressure can alter $k$ by itself. A prefactor proportional to $T$ raises $E$ by 0.04 eV. Leading-order tunnelling, a factor $1+(\omega\beta)^2/24$ with an assumed barrier quantum $\omega=0.12$ eV, lowers $E$ by about 0.02 eV. Since $\omega\beta\simeq3$ is not small, that last figure gives only an order of magnitude, not a correction to apply.

For your surfaces, then, the claim of compensation needs four things: rates that are not limited by the gas supply, differences between preparations that exceed those between repeats, a real variance of $E$ several times the noise variance, and a corrected slope $b$ that is clearly positive. With few preparations the last demand is severe, because $b$ scatters widely even when it is unbiased. In simulated sets of eight runs with $b=0$, a standard deviation of 0.20 in the true $\ln A$ and $V=3\sigma_E^2$, the middle 90\% of the corrected slopes ran from about $-15$ to $+9$ eV$^{-1}$ among the sets with a significant excess variance. These four conditions are necessary, not sufficient, for your interpretation: they would establish a real correlation between the effective $E$ and $\ln A$, but not that a looser transition state is its cause.
